# Static permittivity when one transverse optical frequency is halved: verification in Python

```python
"""Lyddane-Sachs-Teller (LST) relation and a halved transverse frequency.

Result under test: e(0) = e_inf * prod_j (L_j / w_j)^2, so halving one w_j
with e_inf, all other w_j and all L_j fixed multiplies e(0) by exactly 4.
  w_j   transverse optical (TO) frequencies: poles of e(w)
  L_j   longitudinal optical (LO) frequencies: zeros of e(w)
  S_j   squared mode charges in e(w) = e_inf + sum_j S_j / (w_j^2 - w^2)
Frequencies are wavenumbers in cm^-1; permittivities are relative.
Material inputs are rough values typical of strontium titanate.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar


def permittivity(freq, e_inf, to, charge2, damping=0.0):
    """Response of independent driven oscillators, from the definition."""
    return e_inf + np.sum(charge2 / (to**2 - freq**2 - 1j * damping * freq))


def lo_frequencies(e_inf, to, charge2):
    """Normal modes of the lattice when D = 0."""
    z = np.sqrt(charge2)
    return np.sqrt(np.linalg.eigvalsh(np.diag(to**2) + np.outer(z, z) / e_inf))


def charges_from_zeros(e_inf, to, lo):
    """Squared charges that make the permittivity vanish at every LO."""
    matrix = 1.0 / (to[None, :]**2 - lo[:, None]**2)
    return np.linalg.solve(matrix, -e_inf * np.ones(len(to)))


def lst(e_inf, to, lo):
    return e_inf * np.prod((lo / to)**2)


# General tests on random crystals with one to five polar modes
rng = np.random.default_rng(7)
for n_modes in range(1, 6):
    for _ in range(20):
        w = 2.0 * np.arange(1, n_modes + 1) + rng.uniform(0, 1, n_modes)
        s = rng.uniform(0.5, 5.0, n_modes)
        einf = rng.uniform(1.5, 7.0)
        lo_r = lo_frequencies(einf, w, s)
        static = permittivity(0.0, einf, w, s).real
        assert all(abs(permittivity(x, einf, w, s)) < 1e-8 for x in lo_r)
        assert np.all(lo_r > w) and np.all(lo_r[:-1] < w[1:])
        assert abs(lst(einf, w, lo_r) / static - 1) < 1e-10
        probe = 0.7 * w[0]
        product = einf * np.prod((lo_r**2 - probe**2) / (w**2 - probe**2))
        assert abs(product / permittivity(probe, einf, w, s) - 1) < 1e-10
        w_half = w.copy()
        w_half[0] /= 2
        s_half = charges_from_zeros(einf, w_half, lo_r)
        assert np.all(s_half > 0)
        new_static = permittivity(0.0, einf, w_half, s_half).real
        assert abs(new_static / static - 4) < 1e-8

# Worked example
e_inf = 5.2
to = np.array([90.0, 175.0, 545.0])
lo = np.array([170.0, 475.0, 795.0])
to_soft = to * np.array([0.5, 1.0, 1.0])
s_old = charges_from_zeros(e_inf, to, lo)
s_new = charges_from_zeros(e_inf, to_soft, lo)
assert np.all(s_old > 0) and np.all(s_new > 0)
assert np.allclose(lo_frequencies(e_inf, to_soft, s_new), lo, rtol=1e-9)
eps_old = permittivity(0.0, e_inf, to, s_old).real
eps_new = permittivity(0.0, e_inf, to_soft, s_new).real
assert abs(eps_old / lst(e_inf, to, lo) - 1) < 1e-10
assert abs(eps_new / eps_old - 4) < 1e-9

# Total squared charge needed to hold the LO frequencies fixed
rise = s_new.sum() - s_old.sum()
assert abs(s_old.sum() / (e_inf * np.sum(lo**2 - to**2)) - 1) < 1e-9
assert abs(rise / (0.75 * e_inf * to[0]**2) - 1) < 1e-7

# Halving the second TO instead breaks the interlacing of poles and zeros
to_bad = to * np.array([1.0, 0.5, 1.0])
s_bad = charges_from_zeros(e_inf, to_bad, lo)
assert s_bad.min() < 0

# Neglected effect: mode charges fixed, LO frequencies free to move
eps_fixed = permittivity(0.0, e_inf, to_soft, s_old).real
lo_moved = lo_frequencies(e_inf, to_soft, s_old)
background = eps_old - s_old[0] / to[0]**2
ratio_fixed = eps_fixed / eps_old
assert abs(ratio_fixed - (4 - 3 * background / eps_old)) < 1e-9
assert abs(lst(e_inf, to_soft, lo_moved) / eps_fixed - 1) < 1e-9
assert ratio_fixed < 4

# Neglected effect: damping; static value recovered from the loss spectrum
damping = 15.0


def loss(freq):
    return permittivity(freq, e_inf, to_soft, s_new, damping).imag


edges = [0.0, 30.0, 45.0, 60.0, 120.0, 175.0, 230.0, 450.0, 545.0, 640.0, 2000.0]
area = sum(quad(lambda x: loss(x) / x, a, b, epsabs=1e-10, epsrel=1e-10,
                limit=200)[0] for a, b in zip(edges[:-1], edges[1:]))
area += quad(lambda x: loss(x) / x, 2000.0, np.inf)[0]
eps_kk = e_inf + 2 / np.pi * area
assert abs(eps_kk / eps_new - 1) < 1e-6
peak = minimize_scalar(lambda x: -loss(x), bounds=(25, 65), method="bounded",
                       options={"xatol": 1e-8}).x
eps_peak = eps_new * (to_soft[0] / peak)**2

# Neglected effect: bias field, E = P/(eps0 chi) + beta P^3
beta = 8.0e9                                   # V m^5 / C^3, rough
stiffness = 1 / (constants.epsilon_0 * (eps_new - 1))


def polarization(field):
    return brentq(lambda p: stiffness * p + beta * p**3 - field,
                  0.0, field / stiffness * 1.01, xtol=1e-16, rtol=1e-13)


bias_rows = []
for field_mv_cm in (0.001, 0.01, 0.1):
    field = field_mv_cm * 1e8
    pol = polarization(field)
    eps_bias = 1 + 1 / (constants.epsilon_0 * (stiffness + 3 * beta * pol**2))
    step = 1e-3 * field
    slope = (polarization(field + step) - polarization(field - step)) / (2 * step)
    assert abs((1 + slope / constants.epsilon_0) / eps_bias - 1) < 1e-5
    bias_rows.append((field_mv_cm, pol * 100, eps_bias))

# Temperature of use: Curie-Weiss law and Barrett quantum correction (rough)
curie, t_zero, t_quantum = 8.0e4, 36.0, 80.0   # K
t_classical = [t_zero + curie / e for e in (eps_old, eps_new)]
t_barrett = [brentq(lambda t: t_quantum / 2 / np.tanh(t_quantum / (2 * t)) - tc,
                    5.0, 1000.0) for tc in t_classical]

to_thz = constants.c * 100 / 1e12
print("INPUTS (rough, strontium titanate near room temperature)")
print(f"electronic permittivity e_inf = {e_inf:.1f}")
print("TO frequencies before (cm^-1):", to)
print("TO frequencies after  (cm^-1):", to_soft)
print("LO frequencies, fixed (cm^-1):", lo)
print(f"soft mode before, after = {to[0]*to_thz:.2f}, {to_soft[0]*to_thz:.2f} THz")
print("RESULT")
print("factors (LO/TO)^2 before:", np.round((lo / to)**2, 4))
print("factors (LO/TO)^2 after: ", np.round((lo / to_soft)**2, 4))
print(f"static permittivity before = {eps_old:.1f}")
print(f"static permittivity after  = {eps_new:.1f}")
print(f"ratio from summed mode contributions = {eps_new/eps_old:.6f}")
print("mode contributions S/w^2 before:", np.round(s_old / to**2, 3))
print("mode contributions S/w^2 after: ", np.round(s_new / to_soft**2, 3))
print("squared charges before (cm^-2):", np.round(s_old, 0))
print("squared charges after  (cm^-2):", np.round(s_new, 0))
print(f"rise of total squared charge = {rise:.0f} cm^-2")
print(f"relative rise of total = {100*rise/s_old.sum():.2f} %")
print("FORBIDDEN CASE: second TO halved, LO fixed")
print("TO frequencies (cm^-1):", to_bad)
print("squared charges needed (cm^-2):", np.round(s_bad, 0))
print("NEGLECTED: fixed charges, LO free")
print(f"background b (all but soft mode) = {background:.3f}")
print(f"static permittivity after = {eps_fixed:.1f}")
print(f"ratio = {ratio_fixed:.4f}")
print("LO frequencies after (cm^-1):", np.round(lo_moved, 2))
print("NEGLECTED: damping")
print(f"damping constant of each mode = {damping:.0f} cm^-1")
print(f"static permittivity from loss integral = {eps_kk:.1f}")
print(f"loss peak of softened mode = {peak:.2f} cm^-1")
print(f"permittivity if peak is taken as TO = {eps_peak:.1f}")
print("NEGLECTED: soft frequency off by 5 %")
print(f"permittivity, 5 % too high = {eps_new/1.05**2:.1f}")
print(f"permittivity, 5 % too low  = {eps_new/0.95**2:.1f}")
print("NEGLECTED: bias field in the softened state")
print(f"Landau coefficient beta = {beta:.1e} V m^5/C^3 (rough)")
for field_mv_cm, pol_uc, eps_bias in bias_rows:
    print(f"E = {field_mv_cm:.3f} MV/cm: P = {pol_uc:.3f} uC/cm2, "
          f"permittivity = {eps_bias:.1f}")
print("TEMPERATURE OF USE (rough)")
print(f"Curie constant, T0, T1 = {curie:.0f}, {t_zero:.0f}, {t_quantum:.0f} K")
print(f"Curie-Weiss: before, after = {t_classical[0]:.0f}, {t_classical[1]:.0f} K")
print(f"Barrett: before, after = {t_barrett[0]:.0f}, {t_barrett[1]:.0f} K")
print("all tests passed")
```

Running it gives:

```
INPUTS (rough, strontium titanate near room temperature)
electronic permittivity e_inf = 5.2
TO frequencies before (cm^-1): [ 90. 175. 545.]
TO frequencies after  (cm^-1): [ 45. 175. 545.]
LO frequencies, fixed (cm^-1): [170. 475. 795.]
soft mode before, after = 2.70, 1.35 THz
RESULT
factors (LO/TO)^2 before: [3.5679 7.3673 2.1279]
factors (LO/TO)^2 after:  [14.2716  7.3673  2.1279]
static permittivity before = 290.8
static permittivity after  = 1163.4
ratio from summed mode contributions = 4.000000
mode contributions S/w^2 before: [278.467   5.724   1.459]
mode contributions S/w^2 after:  [1152.262    4.508    1.429]
squared charges before (cm^-2): [2255580.  175304.  433276.]
squared charges after  (cm^-2): [2333330.  138067.  424353.]
rise of total squared charge = 31590 cm^-2
relative rise of total = 1.10 %
FORBIDDEN CASE: second TO halved, LO fixed
TO frequencies (cm^-1): [ 90.   87.5 545. ]
squared charges needed (cm^-2): [-1.14494534e+08  1.17079248e+08  3.98884000e+05]
NEGLECTED: fixed charges, LO free
background b (all but soft mode) = 12.383
static permittivity after = 1126.2
ratio = 3.8723
LO frequencies after (cm^-1): [168.52 472.76 792.83]
NEGLECTED: damping
damping constant of each mode = 15 cm^-1
static permittivity from loss integral = 1163.4
loss peak of softened mode = 44.38 cm^-1
permittivity if peak is taken as TO = 1196.4
NEGLECTED: soft frequency off by 5 %
permittivity, 5 % too high = 1055.2
permittivity, 5 % too low  = 1289.1
NEGLECTED: bias field in the softened state
Landau coefficient beta = 8.0e+09 V m^5/C^3 (rough)
E = 0.001 MV/cm: P = 0.103 uC/cm2, permittivity = 1163.1
E = 0.010 MV/cm: P = 1.020 uC/cm2, permittivity = 1134.2
E = 0.100 MV/cm: P = 7.208 uC/cm2, permittivity = 510.1
TEMPERATURE OF USE (rough)
Curie constant, T0, T1 = 80000, 36, 80 K
Curie-Weiss: before, after = 311, 105 K
Barrett: before, after = 309, 99 K
all tests passed
```
